# The Angle of Maximum Sputtering Yield in the Yamamura Formula

## Problem

Ions of fixed energy strike a flat target at an angle $\theta$ measured from the surface normal, with $0\le\theta<90^\circ$. The sputtering yield $Y(\theta)$ is the mean number of target atoms removed per incident ion. In the Yamamura formula its dependence on angle is

$$
\frac{Y(\theta)}{Y(0)}=F(\theta)=x^{f}\,e^{-S(x-1)},\qquad x=\frac{1}{\cos\theta}.
$$

The positive constants $f$ and $S$ depend on the ion, the target and the energy, but not on the angle. All quantities in $F$ are dimensionless, so no choice of unit system enters. At normal incidence $x=1$ and $F=1$, as the definition requires.

For $f=2$ and $S=0.6$, at which angle is the yield largest, and how large is it there compared with normal incidence? The two values are round model parameters and do not stand for a particular material.

## A tempting solution

When a surface is tilted in a broad parallel beam, the beam spreads over a larger area. A surface of area $A$ presents only the cross-section $A\cos\theta$ to the beam, so the number of ions arriving per unit surface area falls as $\cos\theta$. It seems that this loss must be included, and that the quantity to maximize is

$$
G(\theta)=F(\theta)\cos\theta=x^{f-1}e^{-S(x-1)},
$$

where $\cos\theta=1/x$ has lowered the power of $x$ by one. The logarithm has its maximum at the same place as $G$, because $G>0$ and the logarithm is an increasing function. Hence

$$
\ln G=(f-1)\ln x-S(x-1),\qquad
\frac{d\ln G}{dx}=\frac{f-1}{x}-S=0,
$$

which gives $x=(f-1)/S=1/0.6=1.667$. Then $\cos\theta=0.6$ and $\theta=53.13^\circ$, with the height

$$
G=1.667\,e^{-0.6\times0.667}=1.667\,e^{-0.4}=1.117 .
$$

The proposed answer is therefore a maximum at $53.13^\circ$, about 12% above the value at normal incidence.

## Where it fails

The calculus is correct, and so is the cosine law for the arriving ions. The fault is in the choice of the function. If $N$ atoms are removed by $N_{\rm ion}$ ions, the yield is

$$
Y=\frac{N}{N_{\rm ion}} .
$$

The number of ions has already been divided out. At a fixed angle, halving the number of ions that reach a given patch halves both $N$ and $N_{\rm ion}$, and $Y$ is unaffected. Tilting does change $Y$, but only through what each ion does in the target, and $F$ already describes that change in full. The factor $\cos\theta$ has no place in a quantity counted per ion.

The numbers show the contradiction directly. At $53.13^\circ$ the yield factor is $F=G/\cos\theta=1.117/0.6=1.86$. At $60^\circ$ it is $F=2.195$, which is larger. The angle $53.13^\circ$ therefore cannot be the maximum of $F$.

The sign of the error is also fixed. From $\ln F=\ln G-\ln\cos\theta$ it follows that

$$
\frac{d\ln F}{d\theta}=\frac{d\ln G}{d\theta}+\tan\theta .
$$

At an oblique maximum of $G$ the first term on the right vanishes and the second is positive. The yield per ion is still rising there, so its own peak must lie at a larger angle.

## The right solution

**Slope in the angle.** The function to maximize is $F$ itself. Its logarithm is

$$
\ln F=f\ln x-S(x-1),\qquad \frac{d\ln F}{dx}=\frac{f}{x}-S .
$$

The variable of interest is the angle, so the chain rule is needed:

$$
\frac{dx}{d\theta}=\frac{d}{d\theta}\frac{1}{\cos\theta}=\frac{\sin\theta}{\cos^2\theta}=x\tan\theta .
$$

Multiplying the two derivatives, and using $dF/d\theta=F\,d\ln F/d\theta$, one finds

$$
\frac{dF}{d\theta}=F\left(\frac{f}{x}-S\right)x\tan\theta=F\tan\theta\,(f-Sx).
$$

**Stationary points.** Since $F>0$, the slope vanishes in two ways. Either $\tan\theta=0$, which means normal incidence, or $f-Sx=0$, which means

$$
x_p=\frac{f}{S},\qquad \cos\theta_p=\frac{S}{f}.
$$

The second point lies at an oblique angle only if $x_p>1$, that is, if $f>S$. The given values satisfy this condition.

**Which one is the maximum.** For $\theta>0$ the product $F\tan\theta$ is positive, so the sign of the slope is the sign of $f-Sx$. As $\theta$ grows from zero towards $90^\circ$, $x$ grows steadily from 1 without bound. The bracket therefore starts at $f-S>0$, passes through zero once, at $x=x_p$, and is negative from there on. The yield rises up to $\theta_p$ and falls beyond it, so $\theta_p$ is the single global maximum.

The stationary point at normal incidence is a local minimum. For small $\theta$ in radians, $x\approx1+\theta^2/2$, and to the same order $\ln x\approx\theta^2/2$. Inserting both gives

$$
\ln F\approx f\,\frac{\theta^2}{2}-S\,\frac{\theta^2}{2},\qquad
F\approx1+\frac{f-S}{2}\,\theta^2 .
$$

The second derivative at $\theta=0$ is $f-S=2-0.6=1.4$ per square radian, which is positive.

**Height of the peak.** Putting $x_p=f/S$ into $F$, the exponent becomes $-S(f/S-1)=-(f-S)=S-f$, and

$$
F_p=\left(\frac{f}{S}\right)^{f}e^{S-f}.
$$

**Numbers.** With $f=2$ and $S=0.6$,

$$
x_p=\frac{2}{0.6}=3.333,\qquad \cos\theta_p=0.3,\qquad \theta_p=72.54^\circ,
$$

$$
F_p=(3.333)^2e^{-1.4}=2.740 .
$$

**The yield per ion is largest at about $72.5^\circ$ from the normal, where it is 2.74 times the yield at normal incidence.** A direct numerical search for the maximum, which makes no use of the derivative, gives the same angle and height; the values are in the numerical output.

## Reading the shape of the curve

The two factors have a simple geometrical reading. An ion on a straight path inclined by $\theta$ crosses a layer of thickness $d$ over the length $d/\cos\theta=xd$. A longer path near the surface lets the ion deposit more energy where atoms can escape, and the factor $x^f$ expresses this gain. For a gain simply proportional to path length $f$ would be 1; the formula leaves the power free. The other factor can be written as $e^{-Sx}/e^{-S}$. This has the form of a probability of passing through a surface layer along the inclined path, divided by the same probability at normal incidence. It describes the growing tendency of ions at grazing incidence to be turned back before they can start collision cascades in the target. This is an interpretation of an empirical formula, not a derivation of it.

The peak lies where a small relative increase of $x$ brings equal gain and loss. A relative increase $dx/x$ changes $\ln F$ by $f\,dx/x$ through the power and by $-S\,dx=-Sx\,dx/x$ through the exponential. The two cancel at $Sx=f$.

Around the peak the curve is fairly flat. Differentiating $d\ln F/d\theta=\tan\theta\,(f-Sx)$ once more gives

$$
\frac{d^2\ln F}{d\theta^2}=\frac{f-Sx}{\cos^2\theta}-Sx\tan^2\theta .
$$

At the peak the first term vanishes and $Sx=f$, so the value is $-f\tan^2\theta_p$. Here $\tan^2\theta_p=(1-0.3^2)/0.3^2=10.1$, and the second derivative is $-20.2$ per square radian. A misalignment of $2.5^\circ$, or 0.044 rad, should then lower the yield by about $\tfrac12\times20.2\times0.044^2\approx0.02$, relative to the peak. The computed values agree with this estimate: $F=2.695$ at $70^\circ$ is 1.6% below the peak, and $F=2.678$ at $75^\circ$ is 2.3% below it.

Farther out the two sides differ strongly. Towards normal incidence the yield declines gently, to 2.195 at $60^\circ$ and 1.56 at $45^\circ$. Towards grazing incidence it drops to 1.908 at $80^\circ$ and 0.2456 at $85^\circ$. The reason is seen by introducing the glancing angle $\alpha=\pi/2-\theta$, measured from the surface in radians. Then $x=1/\sin\alpha\approx1/\alpha$ for small $\alpha$, and

$$
F\approx\alpha^{-f}\,e^{S}\,e^{-S/\alpha}.
$$

As $\alpha\to0$ the power grows, but the exponential of $-S/\alpha$ falls faster than any power of $\alpha$ can grow, and $F$ tends to zero.

At $89^\circ$ the formula gives $7\times10^{-12}$. This number should not be taken as a prediction for a real surface. Between $80^\circ$ and $85^\circ$ alone $F$ changes by a factor of about 8, so a roughness that tilts parts of the surface by a few degrees, or a similar spread in the beam direction, mixes very different yields. The average is then governed by the places where the local angle is less grazing.

## Dependence on the parameters

The peak angle depends only on the ratio $S/f$, while the height depends on both constants. To see how an uncertainty in $S$ affects the angle, differentiate $\cos\theta_p=S/f$ at fixed $f$:

$$
-\sin\theta_p\,d\theta_p=\frac{dS}{f},\qquad
\frac{d\theta_p}{dS}=-\frac{1}{f\sin\theta_p}.
$$

With $\sin\theta_p=\sqrt{1-0.3^2}=0.954$, the derivative is $-0.524$ rad per unit of $S$. An increase of $S$ by 10%, from 0.60 to 0.66, moves the peak by about $-0.031$ rad, or $1.8^\circ$ towards the normal. The second decimal of $72.54^\circ$ is thus a property of the chosen round parameters. To fix the angle to $0.01^\circ$ at given $f$, one would have to know $S$ to about 0.06%.

Two limits bound the result:

- **Weak exponential, $S\to0$ at fixed $f$.** The peak moves towards $90^\circ$ and its height grows without bound. At $S=0$ there is no maximum, since $F=x^f$ keeps rising. A finite peak requires the exponential factor.
- **$S$ approaching $f$ from below.** The peak moves to normal incidence and its height tends to 1. For $f\le S$ the bracket $f-Sx$ is negative at every $\theta>0$, the yield falls from the start, and the maximum is at $\theta=0$. The equation $\cos\theta_p=S/f$ must not be used in that case; for $f<S$ it would demand a cosine above 1.

## What the first calculation does answer

The function $G$ is the answer to a different question: how fast does a tilted flat surface erode in a broad uniform beam? Let $J$ be the number of ions crossing unit area perpendicular to the beam per unit time. A surface of area $A$ intercepts $JA\cos\theta$ ions per unit time, and each removes $Y(\theta)$ atoms on average. The removal rate per unit surface area is

$$
R(\theta)=J\cos\theta\;Y(\theta),\qquad
\frac{R(\theta)}{R(0)}=F(\theta)\cos\theta=G(\theta).
$$

Dividing $R$ by the number density of target atoms gives the speed at which the surface recedes along its own normal, provided that removed atoms do not land on it again. This speed is largest at $53.13^\circ$, not at $72.54^\circ$.

The difference matters in practice. At $72.54^\circ$ each ion removes 2.740 times as many atoms as at normal incidence, but the ions are spread over $1/0.3=3.33$ times the area. The result is $G=2.740\times0.3=0.822$: the surface recedes about 18% more slowly than at normal incidence, although the yield per ion is at its maximum. If instead a narrow beam falls entirely on the target at every angle used, the number of ions striking it per unit time is fixed. The total number of atoms removed per unit time is then proportional to $F$, and $72.54^\circ$ is the best angle.

The two maxima can even differ in kind. Replacing $f$ by $f-1$ in the slope formula gives

$$
\frac{dG}{d\theta}=G\tan\theta\,(f-1-Sx),
$$

so $G$ has an oblique maximum only if $f-1>S$. For $S<f\le S+1$ the yield per ion peaks at an oblique angle, while the erosion rate per unit area is largest at normal incidence. With $f=1.5$ and $S=0.6$, for example, $F$ peaks at $\cos\theta=0.4$, but $f-1=0.5$ is less than $S$, and tilting the surface slows its erosion at every angle.

## Conditions

The position $\cos\theta_p=S/f$ follows from the Yamamura form without approximation, given $f>S>0$ and constants that do not change with angle. How well it describes a target depends on how well that form does. Since $f$ and $S$ depend on the ion energy, a peak angle found at one energy cannot be carried over to another without new constants. The formula is smooth with a single peak, so it cannot reproduce additional maxima and minima such as those caused by channelling along the rows and planes of a single crystal.

## Values computed for the example and the checks

```
f = 2.0 (dimensionless)
S = 0.6 (dimensionless)
x at peak of F = 3.3333 (dimensionless)
cos(theta) at peak of F = 0.3000 (dimensionless)
peak angle of F = 72.54 degrees
peak height F = 2.7400 (dimensionless)
curvature of F at theta = 0: 1.400 per rad^2
F at chosen angles (dimensionless):
  theta =  0 degrees: F = 1
  theta = 30 degrees: F = 1.215
  theta = 45 degrees: F = 1.56
  theta = 60 degrees: F = 2.195
  theta = 70 degrees: F = 2.695
  theta = 75 degrees: F = 2.678
  theta = 80 degrees: F = 1.908
  theta = 85 degrees: F = 0.2456
  theta = 89 degrees: F = 7.017e-12
cos(theta) at peak of G = 0.6000 (dimensionless)
peak angle of G = 53.13 degrees
peak height G = 1.1172 (dimensionless)
G at the peak angle of F = 0.8220 (dimensionless)
```
